\section*{Free or tied current prefactor in tunnel-junction fits}

\section{What the setting decides}

A fit of tunnel-junction current curves needs a decision about the current prefactor: leave it free, or tie it to the barrier mass. For direct tunnelling through a trapezoidal barrier in the WKB approximation, a free prefactor $A$ gives
\begin{equation}
J_p(V)=A\,I(V;s,\phi_{1p},\phi_{2p}),\qquad s=d\sqrt m .
\label{result}
\end{equation}
Here $d$ is the barrier thickness, $m$ the barrier mass, and $\phi_{1p},\phi_{2p}$ are the barrier heights in polarization state $p$. The exchange
\begin{equation}
d\to\lambda d,\qquad m\to m/\lambda^2
\label{exchange}
\end{equation}
changes no current, at any bias or temperature. The data can determine $s$, but neither $d$ nor $m$. The Jacobian of $\ln|J|$ shows this as a zero singular value. Tying the prefactor removes the zero, but the thickness then rests on the absolute calibration of the current.

The derivation assumes an isotropic, parabolic barrier mass, conserved transverse momentum, and electrodes that supply all transverse momenta that matter. Isotropy matters for a tied prefactor: with unequal masses, $s$ contains the mass along the current but the prefactor contains the transverse mass, so the two no longer give $d$. The heights are free numbers: a screening model that computes them from $d$ would break the symmetry. Image force and velocity matching at the faces are left out at first and sized below.

\section{Why only one combination enters}

Let $e>0$, and let positive $V$ lower the right Fermi level by $eV$. Energies are measured from the left Fermi level. Per unit area, with two spins,
\begin{align}
J&=\frac{2e}{2\pi\hbar}\int dE\,(f_L-f_R)\int\frac{d^2k}{(2\pi)^2}\,e^{-S},\\
S&=\frac2\hbar\int_0^d\sqrt{2m[\phi(x)-E]+\hbar^2k^2}\,dx ,
\end{align}
where $k$ is the transverse wave number. Put $\epsilon=\hbar^2k^2/2m$ and $w=E-\epsilon$. The root becomes $\sqrt{2m[\phi(x)-w]}$, so $S$ depends on $w$ alone; call it $G(w)$. The angular integral gives
\[
\frac{d^2k}{(2\pi)^2}\to\frac{k\,dk}{2\pi}=\frac{m\,d\epsilon}{2\pi\hbar^2}.
\]
At fixed $E$, $w$ runs from $-\infty$ to $E$. Exchanging the order of integration,
\begin{align}
J&=\frac{em}{2\pi^2\hbar^3}\int N(w)e^{-G(w)}dw,\label{current}\\
N(w)&=\int_w^\infty(f_L-f_R)\,dE
=k_BT\ln\frac{1+e^{-w/k_BT}}{1+e^{-(w+eV)/k_BT}} .
\end{align}
The supply $N$ contains neither $d$ nor $m$. Emission over the barrier is outside the model.

For the trapezoid, set $a=\phi_1-w$ and $b=\phi_2-eV-w$. Then $\phi(x)-w=a+(b-a)x/d$, and
\begin{align}
G&=\frac{2\sqrt{2m}}{\hbar}\,d\,\frac23\,\frac{b^{3/2}-a^{3/2}}{b-a}\nonumber\\
&=\frac{4\sqrt{2m}\,d}{3\hbar}\,\frac{a+\sqrt{ab}+b}{\sqrt a+\sqrt b}.
\label{action}
\end{align}
The second line cancels the common factor $\sqrt b-\sqrt a$, which also removes the apparent singularity at $a=b$. Thickness and mass enter $G$ through $s$ alone. The remaining $m$ in Eq.~(\ref{current}) is a constant factor, which a free $A$ absorbs. This proves Eq.~(\ref{result}).

\section{What the Jacobian shows}

Use the coordinates $\theta=(\ln A,\ln d,\ln m,\ln\phi_{11},\ln\phi_{21},\ln\phi_{12},\ln\phi_{22})$, where the second index is the state. For a given bias $N$ has one sign, so $Ne^{-G}$ defines a weighted mean $\langle\cdot\rangle$. Since $G\propto d\,m^{1/2}$,
\begin{equation}
\frac{\partial\ln|J|}{\partial\ln d}=-\langle G\rangle,\qquad
\frac{\partial\ln|J|}{\partial\ln m}=-\frac12\langle G\rangle .
\label{columns}
\end{equation}
For the heights, write $p=\sqrt a$, $q=\sqrt b$ and $g=2\sqrt{2m}\,d/\hbar$, so that $G=(2g/3)(p^2+pq+q^2)/(p+q)$. Then
\begin{align}
\frac{\partial G}{\partial\phi_1}&=\frac1{2p}\,\frac{2g}3\,
\frac{(2p+q)(p+q)-(p^2+pq+q^2)}{(p+q)^2}\nonumber\\
&=\frac{g(p+2q)}{3(p+q)^2},
\end{align}
because the numerator is $p^2+2pq$. Exchanging $p$ and $q$ gives $\partial G/\partial\phi_2$. The Jacobian entry for a height is $-\phi\langle\partial G/\partial\phi\rangle$ in its own state and zero in the other.

By Eq.~(\ref{columns}) the vector
\begin{equation}
n=(0,1,-2,0,0,0,0)/\sqrt5
\end{equation}
is annihilated in every row, since $-\langle G\rangle+2\cdot\frac12\langle G\rangle=0$. It is the same at every point of parameter space, so the valley of equal misfit is a straight line in these coordinates.

Divide the Jacobian by the relative scatter $\sigma$ of the currents and decompose it as $\sum_k\sigma_k u_kv_k^T$. To linear order, the variance of parameter $j$ is $\sum_k v_{kj}^2/\sigma_k^2$. A small $\sigma_k$ means a poorly known combination; a zero means an unknowable one. The sizes depend on the coordinates and the scatter, but an exact zero survives any smooth invertible change of coordinates.

The example has $d=2$ nm, $m=0.30\,m_0$, hence $s=2\sqrt{0.30}=1.095$ nm in units where $m_0=1$. The heights are 1.3 and 1.6 eV in state 1, 1.9 and 1.4 eV in state 2. Each state has 40 biases within $\pm0.3$ V, at 300 K and with 0.1\,\% scatter. The largest singular value is $1.5\times10^5$, the sixth is 1.03 and the seventh $8\times10^{-12}$. The last is zero to rounding, being $6\times10^{-17}$ of the first. The sixth is small but real: better data would raise it. Multiplying $d$ by 1.5 and dividing $m$ by $1.5^2$ changes $\ln|J|$ by at most $7\times10^{-15}$; dividing $m$ by 1.5 instead changes it by up to 3.4.

\section{Why two polarization states help}

A leading-order limit explains the small sixth value. Take zero temperature, small bias and equal heights $\phi$ at both faces, and expand $G\simeq G_0-B(w+eV/2)$ about the middle of the bias window, dropping the curvature of $G$. Then $G_0\simeq g\sqrt\phi$, $B\simeq g/(2\sqrt\phi)$, and
\begin{align}
I&\simeq e^{-G_0}\int_{-eV}^{0}dE\int_{-\infty}^{E}dw\,e^{B(w+eV/2)}\nonumber\\
&=\frac{2e^{-G_0}}{B^2}\sinh\frac{BeV}{2}.
\end{align}
With $\ln(\sinh x/x)\simeq x^2/6$,
\begin{equation}
\ln\frac{J}{eV}\simeq \ln A-g\sqrt\phi-\ln B+\frac{B^2(eV)^2}{24}.
\end{equation}
One state supplies a level $L=\ln A-g\sqrt\phi-\ln B$ and a curvature, which gives $B$. These are two numbers for three unknowns $A,g,\phi$. A second state adds two numbers and one unknown. From $\sqrt{\phi_i}=g/(2B_i)$ we have $g\sqrt{\phi_i}=g^2/(2B_i)$, and $\ln A$ cancels in the difference of levels:
\begin{equation}
L_1-L_2+\ln\frac{B_1}{B_2}=\frac{g^2}{2}\left(\frac1{B_2}-\frac1{B_1}\right).
\end{equation}
This fixes $g$, and so $s$, provided $B_1\ne B_2$. In this limit, two states with the same mean height do not help.

The mean heights here are 1.45 and 1.65 eV, so $B_1/B_2\simeq\sqrt{1.65/1.45}=1.07$. The lever is short, and the errors are much larger than the scatter of the currents. In the full model the error bar of $\ln s$ is 0.035 with both states and 0.64 with state 1 alone. Sixty repeated synthetic fits with both states scatter by 0.035, which supports the linear estimate. The error bar of $\ln A$ is 0.96, a factor of 2.6.

\section{Why a fit still prints a thickness}

Let $r_i=(\ln|J_i^{\rm data}|-\ln|J_i|)/\sigma$. A damped least-squares step that discards the zero singular value is
\begin{equation}
\delta\theta=\sum_{\sigma_k>0}v_k\,\frac{\sigma_k}{\sigma_k^2+\lambda}\,u_k^Tr ,
\end{equation}
with damping $\lambda\ge0$. The misfit valley is narrow and curved in the other directions. The fits therefore compare the actual change of the model along a step with its linear prediction, and subtract a damped step of the same form for the difference.

Every step and correction is a sum of retained $v_k$, all orthogonal to $n$. Hence $\ln d-2\ln m$ keeps its starting value $c=\ln d_0-2\ln m_0$. Inserting $\ln m=(\ln d-c)/2$ into $\ln d+\frac12\ln m=\ln s$ gives $\frac54\ln d=\ln s+c/4$, or
\begin{equation}
\ln d=\frac{4\ln s+\ln d_0-2\ln m_0}{5}.
\label{memory}
\end{equation}
The printed thickness is partly a memory of the initial guess. The factor 5 belongs to these logarithmic coordinates; other scalings give other rules.

Two starts on the same noisy data show it. From $d_0=1.5$ nm, $m_0^{\rm start}=0.5$ (the $m_0$ of Eq.~(\ref{memory}), in free-electron masses), the fit returns $s=1.069$ nm, and Eq.~(\ref{memory}) gives
\[
\ln d=\frac{0.267+0.405+1.386}{5}=0.412,\qquad d=1.51\ {\rm nm}.
\]
From 3.0 nm and 0.1 the same $s$ leads to 3.30 nm. The fits return these thicknesses, with masses 0.50 and 0.105. Both have $\chi^2=56.6$ for 80 points and six determined parameters, and the same heights. Neither thickness is the true 2 nm.

The error bar can mislead as well. If the zero singular value is dropped from the covariance, Eq.~(\ref{memory}) gives $\ln d$ an error of $\frac45\times0.035=0.028$. A thickness quoted to 3\,\% would then differ by more than a factor of two between the starts. The small error describes $s$, not $d$.

The fit also shows the soft direction of the previous section. Its $s$ is 2.4\,\% below the true value, its heights are 5 to 6\,\% low, and $A$ is half its true value. These shifts are within the error bars and compensate one another in the current.

\section{Choosing the setting}

\textbf{Free prefactor, thickness measured separately.} Hold $d$ fixed and read the mass from
\begin{equation}
m=(s/d)^2,\qquad \delta\ln m=2\,\delta\ln s-2\,\delta\ln d .
\end{equation}
With $d=2$ nm the fitted $s$ gives $m=(1.069/2)^2=0.286\,m_0$. The error from $s$ is 7\,\%, and the result is 5\,\% below the true 0.30. An independent 5\,\% uncertainty in $d$ would add 10\,\% in quadrature. These errors hold only for data that obey the model: neglected physics, sized below, can shift $s$ by more, for instance by 9 to 11\,\% for velocity matching, which moves the mass by about 20\,\%.

\textbf{Free prefactor, neither known.} Fix either quantity at any convenient value and report $s$, the heights and $A$. The fixed value is a convention, not a result.

\textbf{Tied prefactor.} Setting $A=em/(2\pi^2\hbar^3)$ makes $m$ readable from $A$, and then $d=s/\sqrt m$. The Jacobian has full rank in the example. But suppose that only a fraction $\eta$ of the nominal area conducts, so that the true prefactor is $\eta em/(2\pi^2\hbar^3)$. A fit that assumes $\eta=1$ finds
\begin{equation}
m'=\eta m,\qquad d'=\frac{s}{\sqrt{\eta m}}=\frac{d}{\sqrt\eta},
\end{equation}
with identical currents. For $\eta=0.3$ this means $0.09\,m_0$ and 3.65 nm instead of $0.30\,m_0$ and 2 nm. The quality of the fit cannot reveal the mistake.

Even with perfect calibration, $\ln m$ inherits the error 0.96 of $\ln A$, and the error of $\ln d$ is 0.45, a factor of 1.6. This setting is useful only when the active area is known, the data fix $A$ far better than here, and the model includes the image force, velocity matching and thickness roughness. In the example of the next section, leaving out the image force raises the fitted prefactor by a factor between four and five. Leaving out velocity matching raises it by a factor of roughly 60 to 150, depending on how the electrode velocity is treated, and leaving out a roughness of 0.1 nm halves it. A tied fit would read any of these as a wrong mass.

\section{Can neglected physics recover the thickness?}

\subsection*{Image force}

An electron at $x$ between ideal metal faces has images of its own sign at $x+2nd$, $n\ne0$, and of opposite sign at $-x+2nd$. Its energy is half the charge times the image potential. With $t=x/d$, dielectric constant $\varepsilon$, and $e^2$ in Gaussian units (1.44 eV nm),
\begin{align}
U&=-\frac{e^2}{4\varepsilon d}\left[\frac1t+\sum_{n=1}^\infty
\left(\frac1{n-t}+\frac1{n+t}-\frac2n\right)\right]\nonumber\\
&=\frac{e^2}{4\varepsilon d}\,[\psi(t)+\psi(1-t)+2\gamma].
\end{align}
The second line uses $\sum_n[1/n-1/(n+z)]=\psi(1+z)+\gamma$ and $\psi(1+t)=\psi(t)+1/t$; $\psi$ is the digamma function and $\gamma$ Euler's constant. At the centre $U=-e^2\ln2/(\varepsilon d)$, or $-0.10$ eV for $\varepsilon=5$.

Since $U$ contains $d$ without $m$, it breaks the exchange symmetry. Yet with $\varepsilon$ known and the image force included in the model, the linear error of $\ln d$ is 4.0. The thickness is identifiable in principle and unknown in practice.

Ignoring the image force is not harmless. It raises the current of state 1 at 0.15 V by a factor of 5.9. This holds for $\varepsilon=5$, a value in the optical range; the factor is 8.4 for $\varepsilon=4$ and 1.6 for $\varepsilon=25$, and the error of $\ln d$ is then 2.9 and 49. A trapezoid fit to noise-free image-force data returns heights 0.14 to 0.15 eV too low and $s$ 3\,\% too high. In the small-bias formula above, with the mean height for $\phi$, these shifts lower $g\sqrt\phi$ by 0.33 and raise $\ln B$ by 0.08, so they raise the current only by a factor of about $e^{0.25}\simeq1.3$. The free prefactor absorbs the rest, a factor between four and five. Its rms misfit is 0.002\,\%, far below the assumed scatter. The fitted heights and prefactor are then effective values.

\subsection*{Velocity matching}

Let $v$ be the electrode velocity, equal on both sides, and $u=\sqrt{2y/m}$ with $y=a$ or $b$ at the face. At the entrance to a thick barrier, continuity of the wave and of its derivative divided by the mass gives $1+r=c$ and $iv(1-r)=-uc$. Thus $c=2v/(v+iu_1)$ and $|c|^2=4v^2/(v^2+u_1^2)$. The same conditions at the exit give $4u_2^2/(v^2+u_2^2)$. Between the faces the WKB amplitude squared changes by $(u_1/u_2)e^{-G}$. The product is
\begin{equation}
T=\frac{4vu_1}{v^2+u_1^2}\,\frac{4vu_2}{v^2+u_2^2}\,e^{-G}.
\end{equation}
For free-electron electrodes with Fermi energy 5 eV, and with $v$ held at its Fermi value, the factor before $e^{-G}$ is 3.99 in state 1 at zero bias and $w=0$. A slice-by-slice solution of the wave equation agrees with $T$ to 0.04\,\% there. The factor depends on $m$ at fixed $s$, so it too lifts the symmetry, but the error of $\ln d$ is still 1.2, a factor of 3.3.

Ignoring the matching is not harmless either. A strictly constant factor would only rescale $A$, but this one varies slightly with energy and height, and that moves the fit along its soft direction. A trapezoid fit to noise-free currents that contain the factor returns heights 0.27 to 0.38 eV too high, $s$ 9\,\% too high and a prefactor about 60 times too large, although the current itself changes only by a factor of about four. The size of this shift depends on details: if $v$ follows each electron's energy and transverse momentum instead of staying constant, the prefactor comes out about 150 times too large.

\subsection*{Electrode cutoff and roughness}

The same electrodes cut the transverse energy, expressed with the barrier mass, at $5/0.30=16.7$ eV. A cut fixed at this value removes a fraction $4\times10^{-15}$ of the current of state 1 at 0.15 V, and a cut that follows each electron's energy removes $6\times10^{-15}$. An electrode with a much smaller range of transverse momentum would need the cutoff in the model.

Thickness roughness of 0.1 nm rms raises the current of state 1 at 0.15 V by a factor of 1.30. This follows from $\exp[\frac12(\langle G\rangle\,\delta d/d)^2]$ with $\langle G\rangle=14.5$ and $\delta d/d=0.05$. A trapezoid fit that ignores this roughness returns heights about 0.05 eV too low, half the true prefactor and $s$ 5\,\% too low, so a mass read from $s$ at the known mean thickness comes out 10\,\% too low. If the relative roughness is held fixed, the symmetry survives, because the distribution of $s$ is unchanged.

\section{Relation to hafnia junctions}

The parameters are round values in the rough regime of an ultrathin hafnium--zirconium oxide layer between metals; 2 nm is at the thin end. With a conducting fraction $\eta=0.3$ of the nominal area, the model gives 71 and 31 A/cm$^2$ at 0.15 V, a state ratio of 2.3. The largest applied field, $0.3\ {\rm V}/2\ {\rm nm}=1.5$ MV/cm, is comparable with rough coercive fields of such films, so a real readout could disturb the polarization. The slope of the barrier also contains the difference of the two heights and corresponds to as much as 4 MV/cm in state 2. Real layers may also conduct through traps. That current need not obey Eq.~(\ref{result}), and its size cannot be estimated without a trap density. Among the effects treated above and with the values assumed here, the image force changes the current most, by a factor of 5.9, while velocity matching shifts the fitted parameters more than the image force does. The parabolic mass is itself a rough assumption 1.5 eV into a gap of about 5.7 eV. A two-band decay constant, with $\phi-E$ replaced by $(\phi-E)[1-(\phi-E)/E_g]$ and the same band-edge mass, keeps the exchange symmetry at fixed $E_g$ but raises the current of state 1 at 0.15 V by a factor of 5.4. It also pulls a parabolic fit toward smaller $s$ by far more than the shifts above, so parabolic heights and masses fitted to a real film are effective values. The order depends on the film: a roughness of 0.3 nm rms instead of 0.1 nm would raise the current of state 1 at 0.15 V by a factor of 12. The numerical output lists the remaining values.

\section*{Numbers as computed}
\begin{verbatim}
true d = 2.00 nm, m = 0.30 m0, s = 1.0954 nm
true heights phi1,phi2 | phi1,phi2 (eV): [1.3 1.6 1.9 1.4]
T = 300 K, kT = 0.02585 eV, active fraction = 0.30
2 x 40 biases, |V| from 0.015 to 0.300 V
relative scatter = 0.10 %
sqrt(2 m0)/hbar = 5.1232 1/(nm eV^0.5)
e m0/(2 pi^2 hbar^3) = 1.6183e+10 A/cm^2/eV^2
true prefactor A = 1.4565e+09 A/cm^2/eV^2
J at 0.15 V: state 1 70.904, state 2 30.974 A/cm^2
current ratio of states at 0.15 V = 2.289
mean action <G> at 0.15 V: 14.497, 15.383
d x1.5, m /2.25: largest change of ln J = 6.7e-15
d x1.5, m /1.5: largest change of ln J = 3.442
singular values 1-4: 1.525e+05 2.947e+04 2.639e+02 2.475e+02
singular values 5-7: 1.994e+02 1.031e+00 8.478e-12
null vector: 0.00000 0.44721 -0.89443 0.00000 0.00000 0.00000 0.00000
start d = 1.50 nm, m = 0.50 m0:
  fit d = 1.5092 nm, m = 0.5015 m0
  s = 1.0688 nm, chi2 = 56.572, predicted d = 1.5092 nm
  heights (eV): 1.225 1.512 1.808 1.330
  A = 7.215e+08 A/cm^2/eV^2
start d = 3.00 nm, m = 0.10 m0:
  fit d = 3.3003 nm, m = 0.1049 m0
  s = 1.0688 nm, chi2 = 56.572, predicted d = 3.3003 nm
  heights (eV): 1.225 1.512 1.808 1.330
  A = 7.215e+08 A/cm^2/eV^2
m from fitted s with d = 2 nm known: 0.2856 m0
error bar of ln s: two states 0.0345, state 1 alone 0.6419
spread of ln s in 60 repeated fits = 0.0351
error bar of ln A = 0.960
error bars of ln heights: 0.0736 0.0720 0.0618 0.0656
tied prefactor, fraction taken as 1: m = 0.0900 m0, d = 3.6515 nm
tied prefactor error bars: ln d 0.446, ln m 0.960
image force (eps = 5.0): lowering at centre 0.0998 eV
  current factor at 0.15 V, state 1: 5.880
  error bar of ln d if image force is modelled: 3.962
  trapezoid fit to image-force data: s = 1.1276 nm, converged True
  its heights (eV): 1.152 1.454 1.759 1.247 (lower limit 0.8)
  its rms misfit = 0.0019 %
velocity matching (metal Fermi energy 5.0 eV): factor 3.988
  wave-equation T / matched WKB T = 1.0004
  error bar of ln d if matching is modelled: 1.200
momentum cutoff at 16.67 eV: lost current fraction 4.3e-15
thickness roughness 0.1 nm rms: current factor 1.304
largest nominal field = 1.50 MV/cm
\end{verbatim}
